# Lowest electron level of a short-period laminate: the period-squared shift: a numerical check

```python
# Result under test: an electron of uniform effective mass m in a periodic
# two-layer laminate (period L, barrier fraction f, barrier height V0, well at 0)
# has its lowest level below the average potential f*V0 by
#     shift = m V0^2 f^2 (1-f)^2 L^2 / (6 hbar^2)
# to leading order in the strength s = 2 m V0 L^2 / hbar^2.
# For any periodic profile: shift = (2m/hbar^2) <W^2>, where W' = V - <V>, <W> = 0.
# Energies are in eV, lengths in nm, masses in free-electron masses.
import numpy as np
from scipy import constants as const
from scipy.linalg import toeplitz, eigvalsh, eigh_tridiagonal
from scipy.optimize import brentq
from scipy.special import ai_zeros

FREE = const.hbar**2 / (2 * const.m_e * const.e) * 1e18  # hbar^2/2m_e, eV nm^2
V0, mass, cycle = 1.0, 0.3, 0.1
well_cycles, barrier_cycles = 6, 4
L0 = cycle * (well_cycles + barrier_cycles)
f0 = barrier_cycles / (well_cycles + barrier_cycles)
C = FREE / mass
M = 4000
x = (np.arange(M) + 0.5) / M  # position within one period, in units of L


def parabolic(wavevector):
    return C * wavevector**2


def fourier(profile, n_max):
    n = np.arange(n_max + 1)
    return np.exp(-2j * np.pi * np.outer(n, x)) @ profile / M


def lowest_bloch(profile, L, kinetic=parabolic, k=0.0, N=120):
    """Lowest Bloch level from plane-wave diagonalization."""
    H = toeplitz(fourier(profile, 2 * N))
    G = 2 * np.pi * np.arange(-N, N + 1) / L
    H = H + np.diag(kinetic(G + k))
    return eigvalsh(H, subset_by_index=[0, 0])[0]


def lowest_matching(L, f=f0, m_well=mass, m_barrier=mass):
    """Lowest level from matching wavefunction and current at the interfaces."""
    a, b = (1 - f) * L, f * L
    cw, cb = FREE / m_well, FREE / m_barrier

    def mismatch(E):
        k = np.sqrt(E / cw)
        q = np.sqrt(max(V0 - E, 0.0) / cb)
        return (cw * k * np.sin(k * a / 2)
                - cb * q * np.tanh(q * b / 2) * np.cos(k * a / 2))

    return brentq(mismatch, 0.0, min(V0, cw * (np.pi / a)**2),
                  xtol=1e-16, rtol=1e-15)


def formula(L, f=f0, m=mass):
    return m * V0**2 * f**2 * (1 - f)**2 * L**2 / (12 * FREE)


def strength(L):
    return V0 * L**2 / C


def variance_shift(profile, L):
    """Shift from the variance of the zero-mean primitive of V - <V>."""
    W = np.cumsum(profile - profile.mean()) * L / M
    return np.var(W) / C


square = np.where(np.abs(x - 0.5) < f0 / 2, V0, 0.0)
average = f0 * V0
second = formula(L0)
exact = average - lowest_matching(L0)

# Explicit perturbation sum against the closed form
n = np.arange(1, 301)
coefficients = fourier(square, 300)[1:]
terms = 2 * np.abs(coefficients)**2 / parabolic(2 * np.pi * n / L0)
assert abs(terms.sum() / second - 1) < 1e-5

# Diagonalization against interface matching
for L in (0.5, 1.0, 2.0, 4.0):
    assert abs(lowest_bloch(square, L) - lowest_matching(L)) < 2e-6

# Zero Bloch wavevector gives the lowest level
band = [lowest_bloch(square, L0, k=q * np.pi / L0) for q in (0, .1, .3, .6, 1)]
assert np.all(np.diff(band) > 0)

# Leading coefficient, power of L, and next correction, for several fractions
for f in (0.2, 0.4, 0.7):
    shifts = [f * V0 - lowest_matching(L, f) for L in (0.1, 0.2)]
    assert abs(np.log2(shifts[1] / shifts[0]) - 2) < 5e-3
    assert abs(shifts[0] / formula(0.1, f) - 1) < 2e-3
    measured = (1 - shifts[0] / formula(0.1, f)) / strength(0.1)
    predicted = f * (1 - f) * (1 - 2 * f) / 15
    assert abs(measured / predicted - 1) < 0.03
power = np.log2((average - lowest_matching(0.2))
                / (average - lowest_matching(0.1)))

# General-profile law on an asymmetric sawtooth
saw = V0 * x
saw_exact = saw.mean() - lowest_bloch(saw, 0.2, N=60)
assert abs(saw_exact / variance_shift(saw, 0.2) - 1) < 5e-3

# Rigorous bounds and long-period saturation
periods = (0.5, 1.0, 2.0, 4.0, 8.0, 30.0)
table = [(L, strength(L), average - lowest_matching(L), formula(L))
         for L in periods]
for L, s, true_shift, estimate in table:
    assert 0 < true_shift < min(3 * estimate, average)
assert table[-1][2] > 0.95 * average

# Unequal masses: thickness-weighted mean mass in the leading shift
mw, mb = 0.2, 0.4
mean_mass = (1 - f0) * mw + f0 * mb
two_mass_small = average - lowest_matching(0.1, f0, mw, mb)
assert abs(two_mass_small / formula(0.1, f0, mean_mass) - 1) < 2e-3
two_mass = average - lowest_matching(L0, f0, mw, mb)

# Graded interfaces: linear ramps of the stated width
ramp = 0.2
graded = V0 * np.clip((f0 / 2 - np.abs(x - 0.5)) * L0 / ramp + 0.5, 0, 1)
assert abs(graded.mean() - average) < 1e-6
graded_shift = graded.mean() - lowest_bloch(graded, L0)

# One-band nonparabolic estimate: E(1 + E/gap) = hbar^2 k^2 / 2m
gap = 6.0


def nonparabolic(wavevector):
    return gap / 2 * (np.sqrt(1 + 4 * parabolic(wavevector) / gap) - 1)


bent_shift = average - lowest_bloch(square, L0, kinetic=nonparabolic)

# Whole film of ten periods between hard walls, by finite differences
film_periods, steps = 10, 400
D = film_periods * L0
h = L0 / steps
phase = np.arange(1, film_periods * steps) % steps
edge = steps * well_cycles // (well_cycles + barrier_cycles)
V_film = np.where(phase > edge, V0, 0.0)
V_film[(phase == edge) | (phase == 0)] = V0 / 2
film_level = eigh_tridiagonal(2 * C / h**2 + V_film,
                              -C / h**2 * np.ones(len(phase) - 1),
                              select='i', select_range=(0, 0))[0][0]
confinement = C * (np.pi / D)**2
assert abs(film_level - (average - exact + confinement)) < 1e-3

# Sizes of further neglected effects
wrong_f = (barrier_cycles + 1) / (well_cycles + barrier_cycles + 1)
field = 1.0                       # MV/cm
slope = field * 0.1               # eV/nm
airy = -ai_zeros(1)[0][0] * (C * slope**2)**(1 / 3)
T = 300.0
thermal = const.k * T / const.e
density = 1e18                    # cm^-3
fermi = C * (3 * np.pi**2 * density * 1e-21)**(2 / 3)
mobility = 10.0                   # cm^2/Vs
tau = mobility * 1e-4 * mass * const.m_e / const.e
broadening = const.hbar / tau / const.e
phonon, eps_inf, eps_static = 0.05, 4.0, 15.0
rydberg = const.value('Rydberg constant times hc in eV')
alpha = (1 / eps_inf - 1 / eps_static) * np.sqrt(rydberg * mass / phonon)

print(f"offset V0 = {V0:.2f} eV")
print(f"effective mass = {mass:.2f} electron masses")
print(f"growth per cycle = {cycle:.2f} nm")
print(f"well, barrier cycles = {well_cycles}, {barrier_cycles}")
print(f"period L = {L0:.2f} nm; barrier fraction f = {f0:.2f}")
print(f"hbar^2/2m = {C:.5f} eV nm^2")
print(f"strength s = {strength(L0):.3f} (no unit)")
print(f"average potential = {average:.4f} eV")
print(f"peak-to-peak W = {V0 * f0 * (1 - f0) * L0:.4f} eV nm")
print(f"first Fourier amplitude |V_1| = {abs(coefficients[0]):.4f} eV")
print(f"first virtual state energy = {parabolic(2*np.pi/L0):.3f} eV")
print(f"n = +1 and -1 terms of shift = {terms[0]:.5f} eV")
print(f"their share of the sum = {100*terms[0]/terms.sum():.2f} %")
print(f"second-order shift = {second:.5f} eV")
correction = 1 - strength(L0) * f0 * (1 - f0) * (1 - 2 * f0) / 15
print(f"next-order factor = {correction:.4f} (no unit)")
print(f"corrected shift = {second * correction:.5f} eV")
print(f"exact model shift = {exact:.5f} eV")
print(f"exact model level = {average - exact:.5f} eV")
print(f"upper bound on shift = {3 * second:.5f} eV")
print(f"power of L between 0.1 and 0.2 nm = {power:.4f}")
print("L (nm) | s | exact shift (eV) | second order (eV) | ratio")
for L, s, true_shift, estimate in table:
    print(f"{L:5.1f} | {s:8.2f} | {true_shift:.5f} | {estimate:.5f}"
          f" | {true_shift/estimate:.4f}")
print("Neglected effects, rough inputs:")
print(f"masses well {mw:.1f}, barrier {mb:.1f}: mean {mean_mass:.3f}")
print(f"shift with these masses = {two_mass:.5f} eV")
print(f"shift with {ramp:.1f} nm graded interfaces = {graded_shift:.5f} eV")
print(f"shift, nonparabolic, gap {gap:.1f} eV = {bent_shift:.5f} eV")
print(f"film thickness = {D:.1f} nm")
print(f"confinement energy = {confinement:.5f} eV")
print(f"lowest level of whole film = {film_level:.5f} eV")
print(f"one extra barrier cycle: average rises {V0*(wrong_f-f0):.4f} eV")
print(f"field {field:.1f} MV/cm: drop per period = {slope*L0:.4f} eV")
print(f"triangular-well level in this field = {airy:.4f} eV")
print(f"thermal energy at {T:.0f} K = {thermal:.5f} eV")
print(f"Fermi energy at {density:.0e} cm^-3 = {fermi:.5f} eV")
print(f"broadening at {mobility:.0f} cm2/Vs = {broadening:.3f} eV")
print(f"phonon energy = {phonon:.3f} eV")
print(f"permittivities = {eps_inf:.1f} (fast), {eps_static:.1f} (static)")
print(f"polaron coupling = {alpha:.3f} (no unit)")
print(f"polaron lowering = {alpha * phonon:.4f} eV")
print("success")
```

Running it gives:

```
offset V0 = 1.00 eV
effective mass = 0.30 electron masses
growth per cycle = 0.10 nm
well, barrier cycles = 6, 4
period L = 1.00 nm; barrier fraction f = 0.40
hbar^2/2m = 0.12700 eV nm^2
strength s = 7.874 (no unit)
average potential = 0.4000 eV
peak-to-peak W = 0.2400 eV nm
first Fourier amplitude |V_1| = 0.3027 eV
first virtual state energy = 5.014 eV
n = +1 and -1 terms of shift = 0.03656 eV
their share of the sum = 96.73 %
second-order shift = 0.03780 eV
next-order factor = 0.9748 (no unit)
corrected shift = 0.03684 eV
exact model shift = 0.03662 eV
exact model level = 0.36338 eV
upper bound on shift = 0.11339 eV
power of L between 0.1 and 0.2 nm = 1.9989
L (nm) | s | exact shift (eV) | second order (eV) | ratio
  0.5 |     1.97 | 0.00939 | 0.00945 | 0.9933
  1.0 |     7.87 | 0.03662 | 0.03780 | 0.9690
  2.0 |    31.50 | 0.12653 | 0.15118 | 0.8370
  4.0 |   125.98 | 0.27359 | 0.60473 | 0.4524
  8.0 |   503.94 | 0.35883 | 2.41891 | 0.1483
 30.0 |  7086.65 | 0.39642 | 34.01591 | 0.0117
Neglected effects, rough inputs:
masses well 0.2, barrier 0.4: mean 0.280
shift with these masses = 0.03394 eV
shift with 0.2 nm graded interfaces = 0.03174 eV
shift, nonparabolic, gap 6.0 eV = 0.05663 eV
film thickness = 10.0 nm
confinement energy = 0.01253 eV
lowest level of whole film = 0.37556 eV
one extra barrier cycle: average rises 0.0545 eV
field 1.0 MV/cm: drop per period = 0.1000 eV
triangular-well level in this field = 0.2532 eV
thermal energy at 300 K = 0.02585 eV
Fermi energy at 1e+18 cm^-3 = 0.01215 eV
broadening at 10 cm2/Vs = 0.386 eV
phonon energy = 0.050 eV
permittivities = 4.0 (fast), 15.0 (static)
polaron coupling = 1.656 (no unit)
polaron lowering = 0.0828 eV
success
```
